# Adjoint Threshold Sensitivity to Trapped Charge in a Memory Cell

## The setting and what it computes

A program that solves the Poisson equation for a charge-trap cell can obtain the derivative of the threshold voltage with respect to trapped charge in two ways. The finite-difference setting changes the charge at one grid point, finds the threshold again, and repeats this for every point. The adjoint setting solves one linear system and returns all the derivatives together:

\[
J^{T}\lambda=\frac{\partial \ln G}{\partial\phi},\qquad
\frac{\partial V_{th}}{\partial q_i}=-\frac{\lambda_i}{\lambda\cdot b_g}. \tag{1}
\]

Here \(\phi\) is the vector of node potentials, \(q_i\) the fixed charge at node \(i\), \(G\) the channel conductance that defines threshold, \(J\) the Jacobian of the discrete nonlinear Poisson equation, and \(b_g\) the coupling of the nodes to the selected gate. \(J\) and the right-hand side are evaluated at the converged threshold state. Finding that state takes a nonlinear calculation, which both settings need.

Charges are counted in units of \(e\), so an added electron is \(\delta q_i=-1\) and raises the threshold by

\[
s_i=\frac{\lambda_i}{\lambda\cdot b_g}. \tag{2}
\]

Use the adjoint setting when one output, such as the threshold, is wanted against many inputs. Its cost is one linear solve per output. Differentiating the state directly costs one solve per input, and is preferable when the inputs are few and the outputs many.

## The discrete equation

The cell is a cylinder: an oxide core, a silicon channel, tunnel oxide, nitride, blocking oxide and gates stacked along \(z\). Everything is axisymmetric, so each grid node represents a ring. Integrating \(-\nabla\cdot(\varepsilon\nabla\phi)=\rho\) over the control volume of a ring gives

\[
\sum_l g_{kl}(\phi_k-\phi_l)=q_k+Q_k^{mob}, \tag{3}
\]

where \(l\) runs over the neighbours of node \(k\). The coupling is permittivity times face area divided by node distance. For a radial neighbour it is \(g=2\pi\varepsilon r_{mid}w/\Delta r\), with \(w\) the axial length of the ring. For an axial neighbour it is \(g=\varepsilon S/\Delta z\), with \(\varepsilon S\) summed over the materials in the ring's cross-section \(S\). No flux leaves the outer boundary except through gates.

The potential is measured from silicon midgap relative to the Fermi level, and the gate metal is taken to be midgap. With Boltzmann statistics and control volume \(v_k\), the mobile charge is

\[
Q_k^{mob}=-c_k,\qquad
c_k=v_kn_i\left(e^{\phi_k/V_T}-e^{-\phi_k/V_T}\right),\qquad V_T=k_BT/e .
\]

The first term counts electrons and the second holes; \(c_k=0\) outside silicon.

Gate potentials are known, so their terms in (3) move to the other side. If \(b_{g,k}\) is the sum of the couplings of node \(k\) to the selected gate, and \(b_{p,k}\) the same for the neighbouring pass gates, then

\[
F\equiv A\phi-b_gV-b_pV_{pass}-q+c(\phi)=0. \tag{4}
\]

The Jacobian is \(J=\partial F/\partial\phi=A+\mathrm{diag}(c')\), with

\[
c'_k=\frac{v_kn_i}{V_T}\left(e^{\phi_k/V_T}+e^{-\phi_k/V_T}\right)\ge 0 .
\]

## The threshold condition and its gradient

Let the drain voltage be small compared with \(V_T\), the mobility \(\mu\) constant, and the electron quasi-Fermi voltage \(u\) uniform over each channel cross-section. With \(N(z)=\int n\,2\pi r\,dr\) electrons per unit length, the current magnitude is \(I=e\mu N\,du/dz\). Steady current is independent of \(z\). Dividing by \(N\) and integrating gives \(V_d=(I/e\mu)\int dz/N\), hence

\[
G=\frac{I}{V_d}=\frac{e\mu}{\int dz/N(z)} . \tag{5}
\]

Threshold is the gate voltage at which \(\ln G=\ln G_c\) for a chosen \(G_c\).

On the grid, \(N_j=\sum_i a_in_{ij}\), where \(i\) labels radius, \(j\) labels height and \(a_i\) is the silicon area of a ring. Write \(R=\sum_jw_j/N_j\), so that \(\ln G=\ln(e\mu)-\ln R\). Because \(n=n_ie^{\phi/V_T}\), we have \(\partial N_j/\partial\phi_{ij}=a_in_{ij}/V_T\). The chain rule then gives

\[
\frac{\partial\ln G}{\partial\phi_{ij}}
=-\frac1R\left(-\frac{w_j}{N_j^2}\right)\frac{a_in_{ij}}{V_T}
=\frac{p_{ij}}{V_T},\qquad
p_{ij}=\frac{w_j/N_j}{R}\,\frac{a_in_{ij}}{N_j}. \tag{6}
\]

The first factor of \(p_{ij}\) is the share of the resistance at height \(j\); the second is the share of the electrons at that height found at radius \(i\). Each set of shares sums to one, so \(\sum p_{ij}=1\). The weights mark the bottleneck of the current.

A different definition of threshold has a different gradient. The source of the adjoint equation must match the definition used to report \(V_{th}\).

## Deriving the map

Change the fixed charge by \(\delta q\) and let the gate voltage follow by \(\delta V\), with \(V_{pass}\) held fixed. To first order, (4) gives

\[
J\,\delta\phi=b_g\,\delta V+\delta q. \tag{7}
\]

Staying at threshold means \((\partial\ln G/\partial\phi)\cdot\delta\phi=0\). Replace the gradient by \(J^T\lambda\) and use (7):

\[
0=(J^T\lambda)\cdot\delta\phi=\lambda\cdot(J\delta\phi)
=(\lambda\cdot b_g)\,\delta V+\lambda\cdot\delta q. \tag{8}
\]

Solving for \(\delta V\) with one nonzero component of \(\delta q\) gives (1). The potential change \(\delta\phi\), which would need a solve for every charge position, has dropped out.

If the charge is fixed and \(V\) alone changes, the same manipulation gives \(d\ln G/dV=\lambda\cdot b_g\). The denominator is therefore the logarithmic slope of the transfer curve. If \(V_{pass}\) changes, \(b_p\,\delta V_{pass}\) takes the place of \(\delta q\), so

\[
\frac{\partial V_{th}}{\partial V_{pass}}=-\frac{\lambda\cdot b_p}{\lambda\cdot b_g}. \tag{9}
\]

**The division is safe in this model.** Suppose \(Jx=s\) with all \(s_k\ge0\), and suppose the smallest component \(x_k\) were negative. Row \(k\) reads

\[
\sum_lg_{kl}(x_k-x_l)+(b_{g,k}+b_{p,k}+c'_k)x_k=s_k,
\]

with the sum over free neighbours. No term on the left is positive and the right side is not negative, so every term vanishes. The neighbours then share the same negative value, and the argument passes to them. It ends in a contradiction at a node touching a gate, where the second term is strictly negative. Hence \(x\ge0\). Taking \(s=0\) for both \(x\) and \(-x\) shows that \(J\) is nonsingular. A zero minimum would spread in the same way over the whole connected grid and force \(s=0\), so a nonzero source gives \(x>0\) everywhere.

Since \(J\) is symmetric and \(p\) is nonnegative, \(\lambda>0\) and \(\lambda\cdot b_g>0\). An added electron thus raises the threshold to first order, wherever it sits. A model with another current law or a nonsymmetric Jacobian needs its own argument, and there the transpose in (1) matters.

**What \(\lambda\) means.** It is the potential produced by a source \(p/V_T\) at the bottleneck, with all gates grounded and the mobile carriers screening linearly. This is reciprocity: the effect of a nitride charge on the bottleneck equals the effect of a bottleneck charge on the nitride.

## How control of the bottleneck is shared

If every node and gate has the same potential, no flux flows. Therefore \(A\mathbf 1=b_g+b_p\), where \(\mathbf 1\) is the vector of ones, and \(J\mathbf 1=b_g+b_p+c'\). Multiplying by \(V_T\lambda^T\) and using \(\sum p_{ij}=1\) gives

\[
1=V_T\lambda\cdot b_g+V_T\lambda\cdot b_p+V_T\lambda\cdot c'. \tag{10}
\]

The first term is the rise of the bottleneck potential, averaged with weights \(p\), per volt on the selected gate. The second is the same for the pass gates. The third is the part taken by mobile-carrier screening. When the first term is one, the swing \(\ln10/(\lambda\cdot b_g)\) has its smallest value, \(V_T\ln10\).

## The long-gate limit

Let one gate of radius \(R_g\) cover the whole channel, and spread a charge \(q'\) per unit length evenly around the axis at radius \(r\) in a nitride whose outer radius is \(R_n\). Look for a gate change that leaves the potential inside \(r\) unaltered; the channel charge and \(G\) are then unaltered too. Gauss's law gives an added displacement \(q'/(2\pi r')\) for \(r'>r\). Integrating the added field out to the gate yields

\[
\Delta V_{th}=-\frac{q'}{2\pi}\left[\frac{\ln(R_n/r)}{\varepsilon_n}+\frac{\ln(R_g/R_n)}{\varepsilon_{ox}}\right]. \tag{11}
\]

Nothing was linearized, so in this limit the shift is proportional to \(q'\) at any size. Charge nearer the channel counts more because more dielectric separates it from the gate.

## A worked cell

The parameters are rough typical values for vertical NAND flash. The oxide core has radius 24 nm. The channel ends at 32 nm, the tunnel oxide at 37 nm, the nitride at 43 nm and the blocking oxide at 50 nm, where the gates begin. The gates and the oxide between them extend to 60 nm, where the domain ends; moving this boundary to 80 nm or beyond lowers the threshold by about 18 mV and the map at \(z=27.5\) nm by about 3%. Relative permittivities are 3.9 for oxide, 7.5 for nitride and 11.7 for silicon. The selected gate covers \(|z|\le15\) nm. Pass gates at 6 V begin at \(|z|=40\) nm, and the domain ends at their midplanes, \(|z|=55\) nm. The temperature is 300 K, \(n_i=10^{10}\) cm⁻³, \(\mu=20\) cm²/Vs and \(G_c=0.1\) µS.

Electrons at a density of \(10^{19}\) cm⁻³, or 0.01 nm⁻³, fill the nitride under the selected gate. Their number is

\[
0.01\times\pi(43^2-37^2)\times30=452.4 .
\]

The upper neighbour holds the same density and the lower one is empty. The threshold is 1.413 V. The map, in mV per electron, is:

| \(z\) (nm) | \(r=37\) nm | \(r=40\) nm | \(r=43\) nm |
|---|---|---|---|
| −27.5 | 0.553 | 0.620 | 0.612 |
| −15 | 2.779 | 2.415 | 1.999 |
| 0 | 6.542 | 4.991 | 3.835 |
| 15 | 2.894 | 2.499 | 2.063 |
| 27.5 | 0.585 | 0.653 | 0.643 |

The peak lies at the tunnel-oxide interface under the gate centre. At the gate edge the mid-nitride value is about half of that at the centre. Farther out the order of the radii changes: at \(|z|=27.5\) nm, midway between the gates, the mid-nitride value is the largest of the three.

The upper half of the map is slightly larger than the lower half. Geometry and gate voltages are symmetric, so the cause must be the charge in the upper neighbour. Fixed charge does not appear in \(J\) explicitly; it acts through the base potential, which enters \(c'\) and \(p\). A map therefore belongs to one charge state and one set of voltages.

The slope \(\lambda\cdot b_g\) is 10.389 V⁻¹, which gives a swing of \(2.3026/10.389=0.2216\) V, or 222 mV per decade. With \(V_T=25.85\) mV, the selected gate's share in (10) is \(0.02585\times10.389=0.269\). Equation (9) gives \(\partial V_{th}/\partial V_{pass}=-0.0787\), so the pass gates' share is \(0.0787\times0.269=0.021\). The remaining 0.710 belongs to mobile carriers. The large swing is thus a result of screening in this short cell; the model contains no traps that respond to voltage.

The long-gate formula gives 0.1391 V per electron/nm at \(r=40\) nm. The programmed cell holds \(452.4/30=15.08\) electrons/nm, so placing them all at that radius predicts 2.10 V. The full calculation gives 1.80 V for removing the charge. The long-gate estimate is 16% too high relative to that value, since it has no gate ends. For a continuous gate, the adjoint map summed along \(z\) agrees with (11) within \(1.2\times10^{-4}\) in relative terms at every nitride radius.

## Checking the map by finite differences

For each of the 315 nitride nodes, a charge of \(h\) electrons was added and, separately, removed. The nonlinear equation and the threshold condition were solved anew each time, and the central difference was formed:

\[
s_i^{FD}=\frac{V_{th}(+h)-V_{th}(-h)}{2h}=s_i+Ch^2+\dots \tag{12}
\]

Even powers of \(h\) in the threshold cancel in the difference, which leaves an error of second order. The largest disagreement with the adjoint map, relative to the map's peak, was \(1.57\times10^{-6}\) for \(h=1\) and \(3.9\times10^{-7}\) for \(h=0.5\). The ratio of 4.00 is that of an \(h^2\) error, so the disagreement is accounted for by the difference formula.

The run with \(h=0.5\) used 4410 linear solves, seven for each of the 630 perturbed thresholds. All of them reused the factors of the base Jacobian, which makes each solve cheaper but does not reduce their number. The adjoint map used one. These counts exclude the base state.

To choose \(h\), suppose each threshold is converged to within \(\eta\). The difference in (12) then carries an error of at most \(2\eta/2h=\eta/h\). Adding the truncation error gives the estimate \(E=\eta/h+|C|h^2\). Setting \(dE/dh=-\eta/h^2+2|C|h=0\) yields

\[
h_{opt}=\left(\frac{\eta}{2|C|}\right)^{1/3}. \tag{13}
\]

At the worst node, \(|C|=1.57\times10^{-6}\times6.54=1.03\times10^{-5}\) mV per electron cubed. If thresholds are converged to \(\eta=10^{-3}\) mV, then \(h_{opt}=(48.7)^{1/3}\approx3.7\) electrons and \(E\approx4\times10^{-4}\) mV per electron. A much smaller step would amplify the convergence error. The adjoint setting has no step, but it inherits the error of the base state: an error \(\delta\phi\) in the channel changes the carrier factors in \(J\) and \(p\) by a relative amount of about \(\delta\phi/V_T\), so converge the potential far below \(V_T\).

## Using the map for finite changes

For a charge change \(\Delta q_i\), the linear prediction is \(\Delta V_{th}=-\sum_is_i\Delta q_i\). The map is per unit charge, so its values do not scale with the node volume. If the change is given as a density, multiply it at each node by the nitride volume of that node before summing; without the volumes, the sum would grow with the number of nodes.

Three changes were compared with full solutions:

- Uniform loss of 5% of the selected cell's charge: linear −90.88 mV, full −90.85 mV.
- Loss of all of it: linear −1818 mV, full −1801 mV, an error of 0.9% of the full shift.
- Spreading of the same charge uniformly to \(|z|\le20\) nm: linear −236 mV, full −227 mV, an error of 4.4% of the full shift.

Spreading has the larger relative error although its net shift is much smaller. It lowers the density under the gate by a quarter, which contributes \(-0.25\times1818=-454\) mV in the linear map. The charge that arrives outside contributes the other \(454-236=218\) mV. The first-order effects partly cancel, while the nonlinear remainders add up to about 10 mV: about 1 mV from the thinning alone, 5 mV from the arriving charge alone and 4 mV from their interaction. The linear map is thus also less accurate for charge added beyond the gate edge (2%) than for charge removed under the gate (0.2%). For charge that moves rather than disappears, judge the linear map against the separate contributions, and confirm the net shift with one full solution.

## Limits of the model and the real device

Halving the mesh spacing moved the threshold by 0.7 mV and the peak sensitivity by 0.1%. Values away from the gate centre are less converged. On a finer mesh graded toward the channel surface, the map is about 0.5% higher at \(z=0\), 2% higher at \(z=15\) nm and 4% higher at \(z=27.5\) nm, and \(\partial V_{th}/\partial V_{pass}\) is about \(-0.081\). The three decimals in the table describe this mesh, not the continuum limit. Solving for the current flow in both \(r\) and \(z\), instead of assuming a uniform quasi-Fermi voltage across the channel, raised the threshold by 0.7 mV.

The dimensions and the pass voltage are in the range of vertical NAND cells, as far as rough typical values can say. The small-drain assumption can fail during a read. When the selected cell is near threshold it can dominate the string's resistance and take much of the applied voltage. The electron line density is then \(N=N_0e^{-u/V_T}\), where \(N_0\) is the value the same potential would give at \(u=0\). Integrating \(I=e\mu N\,du/dz\) along the channel gives \(I=e\mu V_T(1-e^{-V_d/V_T})/\int dz/N_0\). A drift-diffusion calculation with 0.5 V across this cell finds a smaller \(\int dz/N_0\); converted with the base slope, this electrostatic part lowers the threshold by about 0.40 V. The factor \(1-e^{-V_d/V_T}\), in contrast, saturates, so \(I/V_d\) falls with drain voltage at a given \(\int dz/N_0\). Holding \(I/V_d\) at \(G_c\) therefore raises the threshold by \(\ln(0.5/0.02585)/10.389=0.285\) V. The net shift is about −0.12 V. These are extrapolations with the base slope; solving the threshold condition at that bias gives about −0.14 V, with the drain at either end. The map at that bias was not computed. For such a bias, the continuity equation must join the Poisson equation in \(F\), and the adjoint system grows accordingly.

Polysilicon also contains traps. Filled acceptor traps at \(10^{18}\) cm⁻³, treated as fixed charge, raise the threshold by 0.51 V but the peak sensitivity by 1.6%. Traps whose occupation follows the potential would add to \(c'\) and change the swing; that effect was not sized. At 358 K, with the mobility held fixed, the threshold falls by 0.13 V and the peak by 2.3%. In these two cases the peak of the map changes by only a few percent.

The electron density reaches \(1.2\times10^{20}\) cm⁻³ somewhere in the channel on this mesh, and about \(2.5\times10^{20}\) cm⁻³ once the thin inversion layer is resolved. Both values are above the effective density of states of \(2.8\times10^{19}\) cm⁻³, so Boltzmann statistics fail there. Under the selected gate it is at most about \(8\times10^{17}\) cm⁻³, and 99.6% of the resistance lies there. Degeneracy therefore has little direct effect on the resistance, but it can alter the screening share in (10), by an amount not determined here. Confinement in an 8 nm layer with mass \(0.26\,m_e\) would add about 23 meV to the lowest electron energy. The mass depends on the crystal direction across the layer; with \(0.92\,m_e\), the heavy mass of silicon, the energy is about 6 meV. These are flat-well values. Where the channel is inverted the radial field confines more strongly: under the empty neighbour it is about 1.4 MV/cm in the silicon, for which a triangular well gives 0.2 to 0.3 eV. The effect of this on the map was not computed.

The largest mean field across the tunnel oxide is 3.9 MV/cm, under the empty neighbour. A semiclassical estimate with a 3.1 eV barrier and mass \(0.4\,m_e\) gives about 7 electrons per cm² tunnelling in a 10 µs read, against \(6\times10^{12}\) stored per cm². Direct tunnelling during one read is negligible on this estimate, which leaves out tunnelling through defects.

Finally, each node charge is a ring. In an axisymmetric base state the first-order effect of a point charge cannot depend on its angle, so it equals that of a ring with the same total charge. A single electron need not be a small perturbation, however. Its bare potential 8 nm away in oxide is 46 mV, larger than \(V_T\), although gates and carriers would reduce it. The finite-difference test with rings does not cover this local effect. Use the map for charge spread smoothly around the axis; for the threshold step of one discrete electron, use a three-dimensional nonlinear solution.

The full set of values is in the numerical output below.

## Calculated quantities

```
free nodes 1350, nitride nodes 315
thermal voltage 25.852 mV
criterion 0.10 uS, mobility 20 cm2/Vs
trapped density 1.0e+19 cm^-3
electrons in selected cell 452.4
threshold voltage 1.4133 V
d lnG/dV adjoint 10.3887, FD 10.3887 1/V
subthreshold swing 221.64 mV/decade
dVth/dVpass adjoint -0.07871, FD -0.07871 V/V
peak sensitivity 6.5420 mV/electron
  at r = 37.0, z = 0.0 nm
map, mV/electron: z(nm) | r=37 | r=40 | r=43 | FD r=40
   -55.0   0.03050   0.03444   0.03225   0.03444
   -40.0   0.11993   0.13887   0.13743   0.13887
   -27.5   0.55292   0.61983   0.61232   0.61983
   -15.0   2.77928   2.41486   1.99914   2.41486
    -7.5   5.24899   4.12814   3.22457   4.12814
     0.0   6.54197   4.99099   3.83545   4.99099
     7.5   5.34752   4.19678   3.27459   4.19678
    15.0   2.89375   2.49910   2.06332   2.49910
    27.5   0.58499   0.65264   0.64305   0.65264
    40.0   0.12708   0.14678   0.14506   0.14678
    55.0   0.03264   0.03671   0.03432   0.03671
max FD error/peak, step 1 e: 1.566e-06
max FD error/peak, step 0.5 e: 3.915e-07
error ratio 4.000
linear solves: adjoint 1, FD (0.5 e step) 4410
coaxial r=40: map 0.139130, formula 0.139145 V nm/e
largest coaxial relative error 1.19e-04
5% loss: linear -90.88, full -90.85 mV
full loss: linear -1817.62, full -1801.31 mV
spread to +-20 nm: linear -236.45, full -226.57 mV
half mesh step: Vth 1.4140 V, peak 6.5493 mV/e
358 K: Vth 1.2877 V, peak 6.3889 mV/e
1e18 cm^-3 filled grain traps: Vth 1.9200 V, peak 6.6453 mV/e
2D current flow: Vth shift 0.7013 mV
drain drop 0.5 V: electrostatic Vth shift -404.16 mV
resistance share under selected gate 0.9962
max density under selected gate 7.91e+17 cm^-3
max density anywhere 1.19e+20, Nc 2.82e+19 cm^-3
confinement energy, 8 nm, mass 0.26: 22.6 meV
largest tunnel-oxide field 3.94 MV/cm, drop 1.97 V
  at z = -55.0 nm
tunnelled in 10 us read 6.5e+00 cm^-2
stored areal density 6.0e+12 cm^-2
bare potential of one electron at 8 nm in oxide 46.2 mV
```
